\section*{Three electrode polarizations from three Julliere ratios, up to a common sign}

\section{The problem}

Two ferromagnetic films separated by a thin insulator form a tunnel junction. Its resistance is $R_{\rm P}$ when the two magnetizations are parallel and $R_{\rm AP}$ when they are antiparallel. The Julliere ratio of a junction with electrodes $i$ and $j$ is
\begin{equation}
T_{ij}=\frac{R_{\rm AP}-R_{\rm P}}{R_{\rm P}}
      =\frac{G_{\rm P}-G_{\rm AP}}{G_{\rm AP}},\qquad G=\frac1R .
\label{eq:def}
\end{equation}
The second form follows by inserting $R=1/G$ and multiplying numerator and denominator by $G_{\rm P}$.

Each electrode has a polarization
\begin{equation}
P_i=\frac{D_i^{\rm maj}-D_i^{\rm min}}{D_i^{\rm maj}+D_i^{\rm min}},
\qquad -1\le P_i\le 1 .
\label{eq:pol}
\end{equation}
The labels refer to the majority and minority spins of that electrode's own magnetization. The weights $D\ge0$ are densities of states at the Fermi level, weighted by how easily the states tunnel. The minority weight can therefore exceed the majority weight, and then $P_i<0$.

Three junctions pair the electrodes A, B and C. At 4.2 K and near zero bias their ratios are taken as
\begin{equation}
T_{AB}=50\,\%,\qquad T_{AC}=40\,\%,\qquad T_{BC}=30\,\% .
\end{equation}

\begin{enumerate}
\item Express $T_{ij}$ through $P_i$ and $P_j$, and invert the relation.
\item Find all sets $(P_A,P_B,P_C)$ that agree with the data.
\item Explain why one common sign stays open, even if the magnetizations may be set at any angle. What further measurement would fix it?
\item Each ratio has an independent error of one percentage point. How well are the polarizations known?
\end{enumerate}

Assume that tunneling is elastic and conserves spin, that each spin channel conducts in proportion to the product of the two weights, that the magnetizations reverse completely, and that an electrode has the same polarization in both of its junctions.

\section{Hints}

\begin{enumerate}
\item Write $D^{\rm maj}$ and $D^{\rm min}$ in terms of their sum and $P$. In the parallel state majority tunnels to majority; in the antiparallel state majority tunnels to minority.
\item A ratio fixes one product of two polarizations. Which combination of the three products contains a single electrode?
\item Exchange majority and minority weights in all three electrodes, and see what happens to each term of the conductance.
\item Take the logarithm of the result before differentiating it.
\end{enumerate}

\section{Full solution}

\subsection{From polarizations to a ratio and back}

Let $N_i=D_i^{\rm maj}+D_i^{\rm min}$. Equation (\ref{eq:pol}) gives the difference $N_iP_i$, so half the sum and half the difference of these two relations are
\begin{equation}
D_i^{\rm maj}=\tfrac12N_i(1+P_i),\qquad
D_i^{\rm min}=\tfrac12N_i(1-P_i).
\end{equation}
With a constant $K$ for the barrier and the junction area, the parallel conductance is
\begin{align}
G_{\rm P}&=K\left(D_i^{\rm maj}D_j^{\rm maj}+D_i^{\rm min}D_j^{\rm min}\right)\nonumber\\
&=\tfrac14KN_iN_j\left[(1+P_i)(1+P_j)+(1-P_i)(1-P_j)\right]\nonumber\\
&=\tfrac12KN_iN_j(1+P_iP_j),
\label{eq:gp}
\end{align}
because the terms linear in $P_i$ and $P_j$ cancel. Reversing electrode $j$ pairs majority with minority:
\begin{align}
G_{\rm AP}&=\tfrac14KN_iN_j\left[(1+P_i)(1-P_j)+(1-P_i)(1+P_j)\right]\nonumber\\
&=\tfrac12KN_iN_j(1-P_iP_j).
\label{eq:gap}
\end{align}
The common prefactor drops out of the ratio. With $p_{ij}=P_iP_j$,
\begin{equation}
T_{ij}=\frac{(1+p_{ij})-(1-p_{ij})}{1-p_{ij}}=\frac{2p_{ij}}{1-p_{ij}} .
\label{eq:jul}
\end{equation}
To invert, multiply out: $T_{ij}-T_{ij}p_{ij}=2p_{ij}$, and therefore
\begin{equation}
p_{ij}=\frac{T_{ij}}{2+T_{ij}} .
\label{eq:inv}
\end{equation}
Since $G_{\rm P}\ge0$, a ratio cannot fall below $-1$. The denominator is then positive, and $p_{ij}$ has the sign of $T_{ij}$.

The normalization matters. If the resistance change is divided by $R_{\rm AP}$ instead, the ratio is
\begin{equation}
T'_{ij}=\frac{G_{\rm P}-G_{\rm AP}}{G_{\rm P}}=\frac{2p_{ij}}{1+p_{ij}},
\qquad p_{ij}=\frac{T'_{ij}}{2-T'_{ij}} .
\end{equation}
The same resistances then give 33.3, 28.6 and 23.1\,\%. Reading the original 50, 40 and 30\,\% with this second formula would give $|P_A|=0.687$, which is 36\,\% above the value found below.

\subsection{Separating the electrodes}

Suppose that all three ratios are finite and nonzero. Then no polarization vanishes, and division is allowed:
\begin{equation}
\frac{p_{AB}\,p_{AC}}{p_{BC}}
=\frac{(P_AP_B)(P_AP_C)}{P_BP_C}=P_A^2 .
\label{eq:square}
\end{equation}
A positive number has two square roots. Once one is chosen, the products $P_AP_B$ and $P_AP_C$ leave no further choice:
\begin{equation}
P_A=s\sqrt{\frac{p_{AB}\,p_{AC}}{p_{BC}}},\qquad
P_B=\frac{p_{AB}}{P_A},\qquad P_C=\frac{p_{AC}}{P_A},
\qquad s=\pm1 .
\label{eq:result}
\end{equation}
Both choices do solve the problem. The first two products are correct by construction, and the third is
$P_BP_C=p_{AB}p_{AC}/P_A^2=p_{BC}$. There are thus two solutions, and they differ in all three signs.

The data must also meet two conditions. First,
\begin{equation}
p_{AB}\,p_{AC}\,p_{BC}=(P_AP_BP_C)^2>0,
\label{eq:triple}
\end{equation}
so the number of negative ratios is zero or two. Second, the resulting $|P_A|$, $|P_B|$ and $|P_C|$ must not exceed 1. Data that break either condition contradict the model or contain errors.

For the given ratios,
\begin{align}
p_{AB}&=\frac{0.50}{2.50}=0.2000,\\
p_{AC}&=\frac{0.40}{2.40}=0.1667,\\
p_{BC}&=\frac{0.30}{2.30}=0.1304,\\
P_A^2&=\frac{0.2000\times0.1667}{0.1304}=0.2556 .
\end{align}
The positive root is $P_A=0.506$. Division gives $P_B=0.2000/0.5055=0.396$ and $P_C=0.1667/0.5055=0.330$. The complete answer is
\begin{equation}
(P_A,P_B,P_C)=\pm(0.506,\;0.396,\;0.330).
\label{eq:answer}
\end{equation}

For small ratios, $|T|\ll1$, equation (\ref{eq:inv}) becomes $p\simeq T/2$ and
$|P_A|\simeq\sqrt{T_{AB}T_{AC}/(2T_{BC})}$. Here this would give $\sqrt{0.50\times0.40/0.60}=0.58$, about 14\,\% too large. The ratios are not small enough for the short form.

Three data have been used for three unknowns. Recomputing the ratios from (\ref{eq:answer}) checks the algebra but does not test Julliere's assumptions. A junction with two A electrodes would provide such a test: the model predicts $T_{AA}=2P_A^2/(1-P_A^2)$. It would say nothing about the sign, because $P_A$ enters squared.

\subsection{Why the common sign remains open}

Replace every $P_i$ by $-P_i$. By (\ref{eq:pol}) this exchanges majority and minority weights in each electrode. In the parallel state the two spin channels trade places:
\begin{equation}
D_i^{\rm maj}D_j^{\rm maj}+D_i^{\rm min}D_j^{\rm min}
\longrightarrow
D_i^{\rm min}D_j^{\rm min}+D_i^{\rm maj}D_j^{\rm maj}.
\end{equation}
Their sum is unchanged. The two antiparallel terms trade places in the same way. The junction reports a sum over spin channels and does not reveal which channel contributed more. It compares the preferred spin of one electrode with that of the other.

Other angles do not help. If the magnetizations enclose an angle $\theta$, a spin polarized along the first axis has probability $\cos^2(\theta/2)$ of being found parallel to the second axis and $\sin^2(\theta/2)$ of being found antiparallel. Within the same product model,
\begin{align}
G(\theta)&=G_{\rm P}\cos^2\frac\theta2+G_{\rm AP}\sin^2\frac\theta2\nonumber\\
&=\tfrac12KN_iN_j\left[1+P_iP_j\left(\cos^2\frac\theta2-\sin^2\frac\theta2\right)\right]\nonumber\\
&=\tfrac12KN_iN_j\left(1+P_iP_j\cos\theta\right).
\end{align}
Only the product appears, at every angle. More electrodes of unknown sign do not help either, since each new junction adds another product that survives a reversal of all signs.

The two solutions are nevertheless different physical situations. For $s=+1$ the majority spin has the larger tunneling weight in each electrode; for $s=-1$ the minority spin does. The missing information is the relation between the preferred tunneling spin and the magnetization in one electrode. It must come from outside this set of data.

A reference electrode R with known $P_R=+0.40$, valid for the barrier in use, would supply it. The product is $P_AP_R=\pm0.5055\times0.40=\pm0.2022$, and (\ref{eq:jul}) gives
\begin{equation}
T_{AR}=\frac{0.4044}{0.7978}=50.7\,\%
\quad\text{or}\quad
T_{AR}=\frac{-0.4044}{1.2022}=-33.6\,\% .
\end{equation}
The sign of this one ratio settles all three signs. The magnitudes differ because the ratio is divided by $G_{\rm AP}$, which is the smaller conductance in the first case and the larger one in the second.

\subsection{Errors of the measured ratios}

The logarithm of (\ref{eq:result}) is
\begin{equation}
\ln|P_A|=\tfrac12\left(\ln|p_{AB}|+\ln|p_{AC}|-\ln|p_{BC}|\right).
\end{equation}
From (\ref{eq:inv}), $dp/dT=[(2+T)-T]/(2+T)^2=2/(2+T)^2$. Dividing by $p$ gives
\begin{equation}
\frac{dp}{p}=\frac{2\,dT}{T(2+T)} .
\end{equation}
Independent errors add in squares, so to first order
\begin{equation}
\frac{\delta P_A}{|P_A|}=\frac12
\left[\sum_{\rm pairs}\left(\frac{2\,\delta T}{T(2+T)}\right)^2\right]^{1/2}.
\label{eq:error}
\end{equation}
For $P_B$ and $P_C$ the minus sign in the logarithm moves to another pair. The squares remove it, and all three relative errors are equal. With $\delta T=0.01$ the terms for AB, AC and BC are 0.0160, 0.0208 and 0.0290. Half the root of their summed squares is 0.0196. Each $|P|$ is therefore known to about 2\,\% of its own value. Random sampling with independent normal errors of this size gives 1.96\,\% for each electrode, in agreement with the first-order formula.

The smallest ratio contributes most. If it approaches zero at fixed $\delta T$, its term grows as $\delta T/|T|$. The first-order formula then fails, and the separation into electrodes is lost.

\subsection{What the assumptions cost}

The product form can be justified in a simple case. Let a free electron with wave number $k_1$ meet, at normal incidence, a thick rectangular barrier of width $d$ with decay constant $\kappa$; its wave number beyond the barrier is $k_2$, and the mass is the same everywhere. At the first face the wave reflected from the far side is negligible. Matching value and slope gives $1+r=a$ and $ik_1(1-r)=-\kappa a$, hence
\begin{equation}
a=\frac{2k_1}{k_1+i\kappa},\qquad |a|^2=\frac{4k_1^2}{k_1^2+\kappa^2}.
\end{equation}
At the second face the arriving amplitude is $ae^{-\kappa d}$. Let $b$ be the reflected and $t$ the transmitted amplitude. Then $ae^{-\kappa d}+b=t$ and $\kappa(-ae^{-\kappa d}+b)=ik_2t$. Eliminating $b$ gives $2\kappa ae^{-\kappa d}=(\kappa-ik_2)t$. The transmission probability is
\begin{equation}
\frac{k_2}{k_1}|t|^2=16\,e^{-2\kappa d}f(k_1)f(k_2),
\qquad f(k)=\frac{k\kappa}{k^2+\kappa^2}.
\end{equation}
It is a product of one factor per electrode, as Julliere's model requires. But $f$ contains $\kappa$, so the polarization belongs to an electrode together with its barrier. Moreover, electrons arrive at many angles. The products must then be summed over transverse momentum, and a sum of products is in general not a product of sums.

To size both effects, take a barrier that rises 2.0 eV above the Fermi level and is 1.5 nm wide, for which $\kappa=7.245\ {\rm nm}^{-1}$, and a majority wave number of $11.0\ {\rm nm}^{-1}$. The minority wave numbers of A, B and C are fitted to 2.54, 2.96 and $3.26\ {\rm nm}^{-1}$, so that junctions with two identical electrodes give $P_A^2$, $P_B^2$ and $P_C^2$ of the example. The three mixed junctions, summed over transverse momentum, then have ratios of 49.2, 38.5 and 29.7\,\%. Equation (\ref{eq:result}) returns 0.496, 0.398 and 0.325. Relative to the fitted polarizations the shifts are $-1.8$, $+0.6$ and $-1.3\,\%$. With these parameters the failure of factorization shifts the polarizations by no more than the 2\,\% error that the measured ratios already cause, although the AC ratio itself moves by 1.5 percentage points. For a barrier only 1.0 nm wide, with the minority wave numbers fitted again, the largest shift is 2.6\,\%.

A mismatch of barriers can be more serious. Raise only the B--C barrier to 2.5 eV, keeping its width and all wave numbers fixed. The recovered $|P_A|$ falls by 14\,\%, while $|P_B|$ and $|P_C|$ both rise by 17\,\%, relative to the model with equal barriers. The pattern follows from (\ref{eq:result}): if $p_{BC}$ grows by a factor $x$, then $P_A$ changes by $x^{-1/2}$ and the other two by $x^{1/2}$. Here $x=1.168^2=1.36$. The size of the shift depends on the mismatch: raising the B--C barrier by only 0.1 eV would change each polarization by about 4\,\%. The width matters as well. It cancels from the ratio at normal incidence, but not in the sum over transverse momentum: widening only the B--C barrier by 0.2 nm at fixed height raises the recovered $|P_A|$ by 9\,\% and lowers $|P_B|$ and $|P_C|$ by 8\,\%.

Suppose next that a share $q=5\,\%$ of $G_{\rm P}$ in each junction is leakage that ignores spin. With $G_{\rm P}=1$, the measured antiparallel conductance is $1/(1+T)$, and removing the leakage gives
\begin{equation}
T_{\rm corr}=\frac{1-q}{1/(1+T)-q}-1 .
\end{equation}
The ratios rise to 54.1, 43.0 and 32.1\,\%, and the polarizations to 0.522, 0.408 and 0.339, about 3\,\% higher. An equal share of the area that fails to reverse has the same effect, since it too contributes $q$ to both conductances.

The inputs lie in the rough regime of low-temperature junctions with amorphous alumina barriers and 3d ferromagnetic films, where ratios of some tens of percent are typical. The barrier height and width are also of a typical order. The free-electron bands are an illustration and do not describe a real alumina interface; their wave numbers imply a spin splitting above 4 eV, larger than in 3d ferromagnets. The barrier was also given the free-electron mass. With a barrier mass of 0.4 free-electron masses and the minority wave numbers fitted again, the largest shift from the failure of factorization falls to 0.2\,\%, and the 0.5 eV mismatch gives $-10$, $+11$ and $+11\,\%$. These shifts are therefore orders of size within the model, not values for a real junction. With the sizes chosen in this section, unequal barriers move the result most at low temperature, and a large change of temperature can matter as much. If the polarization falls as $1-\alpha\Theta^{3/2}$ with absolute temperature $\Theta$ and a rough $\alpha=3\times10^{-5}\ {\rm K}^{-3/2}$, the loss is 0.03\,\% at 4.2 K and 16\,\% at 300 K. The polarizations would then be 0.43, 0.33 and 0.28 at 300 K, and the ratios 33, 27 and 21\,\%. These values rest on the chosen $\alpha$, which depends on the film and its interface; with $\alpha=5\times10^{-6}\ {\rm K}^{-3/2}$ the loss at 300 K would be only 2.6\,\%. All three ratios should therefore be taken at one temperature, with barriers as alike as possible. The effect of a finite bias is not estimated here.

\section{Variation 1: two negative ratios}

Let the ratios for AB, AC and BC be $50$, $-20$ and $-15\,\%$. Equation (\ref{eq:inv}) gives
\begin{equation}
p_{AB}=\frac{0.50}{2.50}=0.2000,\quad
p_{AC}=\frac{-0.20}{1.80}=-0.1111,\quad
p_{BC}=\frac{-0.15}{1.85}=-0.0811 .
\end{equation}
Two factors are negative, so (\ref{eq:triple}) is satisfied. The quotient $p_{AB}p_{AC}/p_{BC}$ is positive, and
\begin{equation}
(P_A,P_B,P_C)=\pm(0.524,\;0.382,\;-0.212).
\end{equation}
A and B prefer the same kind of spin, majority or minority, and C prefers the other kind. The relative signs are measured. Which electrodes have positive polarization is not: the data allow C alone to be negative, or A and B to be negative and C positive.

If the first two ratios were 50 and 40\,\% but the third were $-30\,\%$, equation (\ref{eq:square}) would give $P_A^2<0$. No set of real polarizations fits such data. One should then question the assumption that each electrode keeps its polarization from one junction to the next, as well as the measurement itself.

\section{Variation 2: vanishing and very small ratios}

Let the ratios be 50, 0 and 0\,\%. Now $P_AP_B=0.2$ while $P_AP_C=P_BP_C=0$. The first product shows that $P_A$ and $P_B$ are nonzero, so $P_C=0$. Equation (\ref{eq:square}) becomes $0/0$, and no other equation separates A from B. For example, $(0.5,0.4,0)$ and $(0.8,0.25,0)$ give identical ratios. All that follows is $P_B=0.2/P_A$ with $0.2\le|P_A|\le1$. An unpolarized electrode cannot serve as a comparison for the other two.

A single vanishing ratio is impossible in this model. If $P_AP_C=0$, at least one of A and C is unpolarized, and its other junction must also have zero ratio. If all three ratios vanish, at least two polarizations are zero and the third is unknown.

A small nonzero ratio can be inadmissible too. For 50, 50 and 5\,\%,
\begin{equation}
|P_A|=\sqrt{\frac{0.2000\times0.2000}{0.05/2.05}}=1.28>1 .
\end{equation}
The condition $|P_A|\le1$ requires $|p_{BC}|\ge|p_{AB}p_{AC}|=0.04$. For a positive third ratio, (\ref{eq:jul}) turns this into $T_{BC}\ge0.08/0.96=8.3\,\%$. The reason is physical: two large ratios with A require B and C to be appreciably polarized themselves, and their mutual junction must show it.

\section*{Computed values}
\begin{verbatim}
Order of pairs: AB, AC, BC; order of electrodes: A, B, C
Input ratios: 50.0, 40.0, 30.0 %
Products p (dimensionless): 0.2000, 0.1667, 0.1304
P_A squared (dimensionless): 0.2556
Solution plus (dimensionless): 0.5055, 0.3956, 0.3297
Solution minus (dimensionless): -0.5055, -0.3956, -0.3297
Ratios recomputed from solution minus: 50.0, 40.0, 30.0 %
Error of each input ratio: 1.0 percentage points
Relative error of each |P|, formula: 1.96 %
Relative errors, random sampling: 1.96, 1.96, 1.96 %
Same resistances, ratios over R_AP: 33.33, 28.57, 23.08 %
P_A if input is wrongly read as over R_AP: 0.6872
Reference electrode polarization: 0.40
A-reference ratio if P_A positive: 50.7 %
A-reference ratio if P_A negative: -33.6 %
Second example, ratios: 50.0, -20.0, -15.0 %
Second example, products: 0.2000, -0.1111, -0.0811
Second example, solution with P_A positive: 0.5235, 0.3820, -0.2122
Inadmissible example, ratios: 50.0, 50.0, 5.0 %
Inadmissible example, formal P_A: 1.2806
Zero case, ratios for P=(0.5,0.4,0): 50.0, 0.0, 0.0 %
Zero case, ratios for P=(0.8,0.25,0): 50.0, 0.0, 0.0 %
Barrier height: 2.0 eV
Barrier width: 1.5 nm
Barrier decay constant: 7.245 1/nm
Normal incidence test, P from wave matching: 0.5117, 0.2834, -0.0987
Normal incidence test, P from interface formula: 0.5117, 0.2834, -0.0987
Fitted model, majority wave number: 11.0 1/nm
Fitted model, minority wave numbers: 2.536, 2.961, 3.258 1/nm
Transverse sum, ratios of the three junctions: 49.23, 38.52, 29.73 %
Transverse sum, P recovered from these: 0.4965, 0.3979, 0.3253
Transverse sum, relative shift from self-junction P: -1.79, 0.57, -1.34 %
Largest P shift, 40 to 80 quadrature nodes: 8.9e-16
Changed B-C barrier height: 2.5 eV
Changed barrier, recovered P: 0.4252, 0.4645, 0.3798
Changed barrier, relative shift of P: -14.35, 16.76, 16.76 %
Leakage or unreversed share of G_P: 5.0 %
Ratios after removing this share: 54.1, 43.0, 32.1 %
P after removing this share: 0.5219, 0.4077, 0.3391
Rough thermal coefficient: 3.0e-05 K^(-3/2)
Temperatures, data and use: 4.2, 300.0 K
Thermal loss of P at these temperatures: 0.03, 15.59 %
P at 300 K: 0.4268, 0.3340, 0.2784
Ratios at 300 K: 33.3, 27.0, 20.5 %
\end{verbatim}
